**Density-matrix decay in the dimerized SSH chain**

For a half-filled chain with hoppings \(-t_1\) inside a cell and \(-t_2\) between cells, \(t_1>t_2>0\), the element \(P(R)=\langle A_n|P|B_{n+R}\rangle\) of the one-spin projector \(P\) decays at \(\ln(t_1/t_2)\) per cell. The exponential is multiplied by \(R^{-1/2}\) for \(R>0\) and by \(|R|^{-3/2}\) for \(R<0\). The program asserts that ring diagonalization, high-precision Brillouin-zone sums and the exact binomial series agree at the separations examined, and that the leading laws with their first corrections leave a remainder within a bound proportional to \(1/R^2\). It also asserts the exchange of the two directions when the hoppings are exchanged, and the algebraic decay at equal hoppings. Rate and power are extracted together from 100, 200 and 400 cells, with neither assumed. For \(t_1=3.0\) eV and \(t_2=2.4\) eV the output gives rates of 0.22314 and 0.22317 per cell, against \(\ln(t_1/t_2)=0.22314\), and powers of −0.503 and −1.491. The magnitude of \(P(R)\) stays below \(10^{-6}\) from 46 cells in one direction and from 33 cells in the other.

## Numerical verification

```python
"""
Density matrix of the half-filled dimerized (SSH) chain, one spin.
Orbitals A_n, B_n; hopping -t1 for A_n-B_n and -t2 for B_n-A_(n+1), t1 > t2 > 0.
P(R) = <A_n| projector on occupied band |B_(n+R)>, q = t2/t1.
Result under test, for large R > 0:
  P(R)  -> (-q)^R sqrt(1-q^2) / (2 sqrt(pi R))
  P(-R) -> -(-q)^R / (4 sqrt(pi) R^(3/2) sqrt(1-q^2))
so both decay at kappa = ln(t1/t2) per cell, with powers -1/2 and -3/2.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants

mp.mp.dps = 70
t1, t2 = mp.mpf("3.0"), mp.mpf("2.4")      # eV
cell = 2.5                                  # angstrom
q = t2 / t1
x = q**2
u = x / (1 - x)
kappa = mp.log(t1 / t2)
bohr = physical_constants["Bohr radius"][0] * 1e10


def ring(n_cells, intra, inter):
    """Eigenvalues and occupied projector of a periodic chain."""
    h = np.zeros((2 * n_cells, 2 * n_cells))
    for n in range(n_cells):
        a, b, a_next = 2 * n, 2 * n + 1, (2 * n + 2) % (2 * n_cells)
        h[a, b] = h[b, a] = -intra
        h[b, a_next] = h[a_next, b] = -inter
    energy, vec = np.linalg.eigh(h)
    occ = vec[:, :n_cells]
    return energy, occ @ occ.T


def ring_ab(proj, r):
    n_cells = proj.shape[0] // 2
    return proj[0, 2 * (r % n_cells) + 1]


# Brillouin-zone sum in high precision, directly from the Bloch Hamiltonian
NK = 1200
phase = [mp.expjpi(mp.mpf(2 * k) / NK) for k in range(NK)]
h_ab = [-(t1 + t2 * mp.conj(w)) for w in phase]
p_k = [-h / (2 * abs(h)) for h in h_ab]
cache = {}


def p_bz(r):
    if r not in cache:
        total = mp.fsum(p_k[k] * phase[(-k * r) % NK] for k in range(NK))
        cache[r] = mp.re(total) / NK
    return cache[r]


# Binomial coefficients of (1-y)^(-1/2) and (1-y)^(1/2)
a_co = [mp.mpf(1)]
for m in range(1, 801):
    a_co.append(a_co[-1] * (2 * m - 1) / (2 * m))
b_co = [-a_co[m] / (2 * m - 1) for m in range(801)]


def p_series(r):
    s = abs(r)
    if r >= 0:
        terms = (a_co[s + j] * b_co[j] * x**j for j in range(300))
    else:
        terms = (a_co[j] * b_co[s + j] * x**j for j in range(300))
    return (-q)**s * mp.fsum(terms) / 2


def p_lead(r):
    s = abs(r)
    if r > 0:
        return (-q)**s * mp.sqrt(1 - x) / (2 * mp.sqrt(mp.pi * s))
    return -(-q)**s / (4 * mp.sqrt(mp.pi) * mp.mpf(s)**1.5 * mp.sqrt(1 - x))


def correction(r):
    if r > 0:
        return (-mp.mpf(1) / 8 + u / 4) / r
    return (mp.mpf(3) / 8 - 3 * u / 4) / abs(r)


# Real-space diagonalization against the zone sum; gap and sublattice symmetry
energy, proj = ring(240, float(t1), float(t2))
gap = energy[240] - energy[239]
assert abs(gap - 2 * float(t1 - t2)) < 1e-10
assert np.max(np.abs(proj[::2, ::2] - 0.5 * np.eye(240))) < 1e-11
assert np.max(np.abs(proj[1::2, 1::2] - 0.5 * np.eye(240))) < 1e-11
for r in range(-30, 31):
    assert abs(ring_ab(proj, r) - float(p_bz(r))) < 1e-11

# Exact series against the zone sum, relative accuracy
for r in (0, 1, 2, 7, 50, 400, -1, -2, -7, -50, -400):
    assert abs(p_series(r) / p_bz(r) - 1) < mp.mpf(10)**(-20)

# Leading law with its first correction: what remains must be of order 1/R^2
for r in (100, 200, 400, -100, -200, -400):
    rest = p_bz(r) / p_lead(r) - 1 - correction(r)
    assert abs(rest) < mp.mpf(10) / r**2


# Rate and power from three distances, neither being assumed
def rate_and_power(sign, r0=100):
    f = [mp.log(abs(p_bz(sign * r0 * c))) for c in (1, 2, 4)]
    d1, d2 = f[1] - f[0], f[2] - f[1]
    rate = -(d2 - d1) / r0
    power = (d1 + rate * r0) / mp.log(2)
    return rate, power


rate_f, power_f = rate_and_power(+1)
rate_b, power_b = rate_and_power(-1)
assert abs(rate_f - kappa) < 1e-4 and abs(rate_b - kappa) < 1e-4
assert abs(power_f + 0.5) < 0.02 and abs(power_b + 1.5) < 0.02

# Ratio of the two directions; remaining deviation is of order 1/R
ratio_400 = abs(p_bz(400) / p_bz(-400))
ratio_law = 2 * 400 * (1 - x)
assert abs(ratio_400 / ratio_law - 1) < 0.01

# Band energy squared vanishes at the complex wave vectors pi +- i kappa
for sign in (1, -1):
    k_c = mp.mpc(mp.pi, sign * kappa)
    assert abs(t1**2 + t2**2 + 2 * t1 * t2 * mp.cos(k_c)) < 1e-50

# Exchanged hoppings: the two directions trade roles
_, proj_ex = ring(240, float(t2), float(t1))
for r in range(-25, 26):
    assert abs(ring_ab(proj_ex, r) - float(p_bz(-r - 1))) < 1e-11

# Equal hoppings: purely algebraic decay (odd ring avoids zero modes)
_, proj_eq = ring(401, 1.0, 1.0)
for r in (0, 1, 5, 10, -1, -5, -10):
    law = (-1)**abs(r) / (2 * np.pi * (r + 0.5))
    # finite ring changes the value by about (pi r / 401)^2 / 6
    assert abs(ring_ab(proj_eq, r) / law - 1) < 3e-3

# Range beyond which |P| stays below a threshold
threshold = 1e-6
cut_f = 1 + max(r for r in range(1, 101) if abs(ring_ab(proj, r)) >= threshold)
cut_b = 1 + max(r for r in range(1, 101) if abs(ring_ab(proj, -r)) >= threshold)
assert cut_b < cut_f < 100

print(f"t1 = {float(t1):.1f} eV, t2 = {float(t2):.1f} eV, cell = {cell:.1f} angstrom")
print(f"q = t2/t1 = {float(q):.3f}, q^2 = {float(x):.3f}, u = {float(u):.4f}")
print(f"gap from diagonalization = {gap:.4f} eV")
print(f"kappa = ln(t1/t2) = {float(kappa):.6f} per cell")
length = cell / float(kappa)
print(f"decay length = {length:.3f} angstrom = {length / bohr:.3f} bohr")
print(f"strong-bond P(0) = {float(p_bz(0)):.6f} (dimensionless)")
print(f"weak-bond P(-1) = {float(p_bz(-1)):.6f} (dimensionless)")
print("R (cells), P exact, P leading law, exact/leading (dimensionless)")
for r in (1, 5, 10, 20, 50, 100, 400, -1, -5, -10, -20, -50, -100, -400):
    e, l = p_bz(r), p_lead(r)
    print(f"{r:5d}  {mp.nstr(e, 6):>14s}  {mp.nstr(l, 6):>14s}  {float(e / l):.5f}")
print("1 + first correction at R = 100, -100 (dimensionless):")
print(f"  {float(1 + correction(100)):.5f}, {float(1 + correction(-100)):.5f}")
print("rate and power from R = 100, 200, 400 cells:")
print(f"  R > 0: rate {float(rate_f):.6f} per cell, power {float(power_f):.4f}")
print(f"  R < 0: rate {float(rate_b):.6f} per cell, power {float(power_b):.4f}")
print(f"|P(400)/P(-400)| = {float(ratio_400):.2f}, law 2R(1-q^2) = {float(ratio_law):.2f}")
print(f"|P| stays below {threshold:.0e} from R = {cut_f} cells (R > 0)")
print(f"|P| stays below {threshold:.0e} from |R| = {cut_b} cells (R < 0)")
print(f"these ranges: {cut_f * cell:.1f} and {cut_b * cell:.1f} angstrom")
print(f"equal hoppings, ring of 401 cells: P(5) = {ring_ab(proj_eq, 5):.6f}")
print(f"equal hoppings, infinite chain: P(5) = {-1 / (2 * np.pi * 5.5):.6f}")
print("all good")
```

It prints:

```
t1 = 3.0 eV, t2 = 2.4 eV, cell = 2.5 angstrom
q = t2/t1 = 0.800, q^2 = 0.640, u = 1.7778
gap from diagonalization = 1.2000 eV
kappa = ln(t1/t2) = 0.223144 per cell
decay length = 11.204 angstrom = 21.172 bohr
strong-bond P(0) = 0.406275 (dimensionless)
weak-bond P(-1) = 0.222037 (dimensionless)
R (cells), P exact, P leading law, exact/leading (dimensionless)
    1       -0.142667       -0.135406  1.05363
    5      -0.0258473      -0.0248034  1.04209
   10      0.00589402      0.00574707  1.02557
   20      0.00044255     0.000436346  1.01422
   50      3.43714e-7      3.41634e-7  1.00609
  100     3.45857e-12     3.44782e-12  1.00312
  400     1.45833e-41     1.45717e-41  1.00079
   -1        0.222037        0.188063  1.18065
   -5       0.0063019      0.00688983  0.91467
  -10     -0.00074957    -0.000798204  0.93907
  -20     -2.91689e-5     -3.03018e-5  0.96261
  -50      -9.3264e-9     -9.48982e-9  0.98278
 -100    -4.74522e-14    -4.78864e-14  0.99093
 -400    -5.04768e-44    -5.05963e-44  0.99764
1 + first correction at R = 100, -100 (dimensionless):
  1.00319, 0.99042
rate and power from R = 100, 200, 400 cells:
  R > 0: rate 0.223136 per cell, power -0.5033
  R < 0: rate 0.223165 per cell, power -1.4905
|P(400)/P(-400)| = 288.91, law 2R(1-q^2) = 288.00
|P| stays below 1e-06 from R = 46 cells (R > 0)
|P| stays below 1e-06 from |R| = 33 cells (R < 0)
these ranges: 115.0 and 82.5 angstrom
equal hoppings, ring of 401 cells: P(5) = -0.028946
equal hoppings, infinite chain: P(5) = -0.028937
all good
```
